# Thick-Film Resistivity of a Metallic Silicide from Surface Scattering: a program that tests the result

```python
"""Fuchs-Sondheimer resistivity of a thick metallic silicide film.

Result under test, for thickness d, bulk mean free path L and k = d/L:
    rho/rho0 = 1/(1 - x + R),  x = 3(1-p)/(8k),  0 <= R <= x exp(-k),
so that rho/rho0 = 1 + 3(1-p)L/(8d) + second order for d >> L.
p   : probability of specular reflection at either face
u   : |cosine| of the angle between velocity and film normal
rho : film resistivity; rho0 : bulk resistivity; sigma = 1/rho
Model: one spherical Fermi surface, isotropic relaxation time.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import hbar, e, k as k_B, m_e, h


def conductivity_ratio(k, p):
    """Derived formula for sigma/sigma0 of the film."""
    def integrand(u):
        decay = np.exp(-k / u)
        return (u - u**3) * (1 - decay) / (1 - p * decay)
    value = quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 1 - 1.5 * (1 - p) / k * value


def leading_correction(k, p):
    return 3 * (1 - p) / (8 * k)


def current_profile(s, k, p):
    """Local current over bulk current at depth s = z/L."""
    def deficit(u):
        amplitude = (1 - p) / (1 - p * np.exp(-k / u))
        return (1 - u**2) * amplitude * (np.exp(-s / u) + np.exp(-(k - s) / u))
    return 1 - 0.75 * quad(deficit, 0, 1, limit=200)[0]


def mean_free_path(density, resistivity, sheets=1):
    """Mean free path when equal spheres share the carriers (SI units)."""
    k_fermi = (3 * np.pi**2 * density / sheets) ** (1 / 3)
    return hbar * k_fermi / (density * e**2 * resistivity)


# Example inputs: rough typical values for a cobalt disilicide film
thickness = 30e-9
rho_bulk = 15e-8
density = 3e28
p_film = 0.3
temperature = 300.0
path = mean_free_path(density, rho_bulk)
k_film = thickness / path
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
fermi_energy = (hbar * k_fermi) ** 2 / (2 * m_e)

# Test: transport equation and both wall conditions, solved symbolically
z, d, L, us, ps = sp.symbols("z d L u p", positive=True)
a_plus, a_minus = sp.symbols("a_plus a_minus")
g_plus = 1 - a_plus * sp.exp(-z / (L * us))
g_minus = 1 - a_minus * sp.exp(-(d - z) / (L * us))
assert sp.simplify(L * us * sp.diff(g_plus, z) + g_plus - 1) == 0
assert sp.simplify(-L * us * sp.diff(g_minus, z) + g_minus - 1) == 0
walls = [g_plus.subs(z, 0) - ps * g_minus.subs(z, 0),
         g_minus.subs(z, d) - ps * g_plus.subs(z, d)]
solution = sp.solve(walls, [a_plus, a_minus], dict=True)[0]
expected = (1 - ps) / (1 - ps * sp.exp(-d / (L * us)))
for unknown in (a_plus, a_minus):
    for point in ({d: 2.0, L: 1.3, us: 0.7, ps: 0.4},
                  {d: 0.5, L: 1.1, us: 0.2, ps: 0.8}):
        difference = (solution[unknown] - expected).subs(point)
        assert abs(float(difference)) < 1e-10

# Test: random free flights; a flight ends at its first diffuse wall hit
rng = np.random.default_rng(7)
samples = 1000000
for k, p in ((k_film, p_film), (1.0, 0.0), (2.0, 0.6)):
    u = 1 - rng.random(samples)
    flight = rng.exponential(1.0, samples)
    hits = rng.geometric(1 - p, samples)
    to_diffuse_wall = k * (rng.random(samples) + hits - 1) / u
    lost = 1.5 * (1 - u**2) * np.maximum(flight - to_diffuse_wall, 0)
    error = lost.std() / np.sqrt(samples)
    formula_loss = 1 - conductivity_ratio(k, p)
    assert abs(lost.mean() - formula_loss) < 5 * error
    if k == k_film:
        flight_loss, flight_error = lost.mean(), error

# Test: numerical average of the local current over the thickness
average = quad(lambda s: current_profile(s, k_film, p_film),
               0, k_film, epsabs=1e-8, limit=200)[0] / k_film
assert abs(average - conductivity_ratio(k_film, p_film)) < 1e-6

# Test: bound on the remainder, and first and second order coefficients
for k in (0.5, 1.0, 3.0, 8.0):
    for p in (0.0, 0.3, 0.9):
        x = leading_correction(k, p)
        remainder = conductivity_ratio(k, p) - 1 + x
        assert 0 < remainder <= x * np.exp(-k)
for p in (0.0, 0.3, 0.9):
    x = leading_correction(1000.0, p)
    rise = 1 / conductivity_ratio(1000.0, p) - 1
    assert abs(rise * 1000 / (3 * (1 - p) / 8) - 1) < 1e-3
    x = leading_correction(100.0, p)
    rise = 1 / conductivity_ratio(100.0, p) - 1
    assert abs((rise - x) / x**2 - 1) < 0.01

# Test: current missing at one face of a very thick film
def face_deficit(s):
    return 0.75 * (1 - p_film) * quad(
        lambda u: (1 - u**2) * np.exp(-s / u), 0, 1)[0]


missing_layer = quad(face_deficit, 0, 40, epsabs=1e-9, limit=200)[0]
assert abs(missing_layer - 3 * (1 - p_film) / 16) < 1e-6

# Test: bulk conductivity from a thermal integral over k-space
thermal = k_B * temperature
k_low = np.sqrt(2 * m_e * (fermi_energy - 40 * thermal)) / hbar
k_high = np.sqrt(2 * m_e * (fermi_energy + 40 * thermal)) / hbar
wave = np.linspace(k_low, k_high, 20001)
energy = (hbar * wave) ** 2 / (2 * m_e)
minus_df = 1 / (4 * thermal * np.cosh((energy - fermi_energy) / (2 * thermal))**2)
integrand = wave**2 * (hbar * wave / m_e) * path * minus_df
integral = np.sum((integrand[1:] + integrand[:-1]) / 2 * np.diff(wave))
sigma_bulk = 2 * e**2 / (2 * np.pi)**3 * (4 * np.pi / 3) * integral
assert abs(sigma_bulk * rho_bulk - 1) < 1e-4

# Main results of the example
x_film = leading_correction(k_film, p_film)
ratio = 1 / conductivity_ratio(k_film, p_film)
remainder = conductivity_ratio(k_film, p_film) - 1 + x_film
rho_leading = rho_bulk * (1 + x_film)
rho_full = rho_bulk * ratio

# Neglected: grain boundaries in series, from the ballistic conductance
grain, reflection = 100e-9, 0.3
ballistic = 2 * e**2 / h * k_fermi**2 / (4 * np.pi)
grain_rise = reflection / (1 - reflection) / (ballistic * grain * rho_bulk)
grain_formula = 4 / 3 * path / grain * reflection / (1 - reflection)
assert abs(grain_rise / grain_formula - 1) < 1e-8

# Neglected: several Fermi spheres
path_three = mean_free_path(density, rho_bulk, sheets=3)
x_three = leading_correction(thickness / path_three, p_film)

# Neglected: slow thickness variation along the current
roughness = 2e-9
phase = 2 * np.pi * np.arange(2000) / 2000
local_thickness = thickness + np.sqrt(2) * roughness * np.cos(phase)
rough_rise = np.mean(thickness / local_thickness) - 1
assert abs(rough_rise / (roughness / thickness)**2 - 1) < 0.05

# Neglected: temperature of use; residual part plus linear phonon part
rho_residual, hot = 3e-8, 358.0
rho_hot = rho_residual + (rho_bulk - rho_residual) * hot / temperature
path_hot = mean_free_path(density, rho_hot)
added_room = rho_full - rho_bulk
added_hot = rho_hot * (1 / conductivity_ratio(thickness / path_hot, p_film) - 1)
assert abs(added_hot / added_room - 1) < 0.03
path_cold = mean_free_path(density, rho_residual)
k_cold = thickness / path_cold
assert k_cold < 1

micro = 1e8  # ohm m to micro-ohm cm
print(f"Film thickness: {thickness*1e9:.1f} nm")
print(f"Bulk resistivity at 300 K: {rho_bulk*micro:.2f} uOhm cm")
print(f"Carrier density: {density*1e-6:.2e} cm^-3")
print(f"Specular probability p: {p_film:.2f}")
print(f"Fermi wave number: {k_fermi*1e-9:.3f} nm^-1")
print(f"Bulk mean free path: {path*1e9:.3f} nm")
print(f"Thickness over mean free path k: {k_film:.3f}")
print(f"Leading correction x: {x_film:.5f}")
print(f"Remainder R: {remainder:.3e}")
print(f"Bound x exp(-k): {x_film*np.exp(-k_film):.3e}")
print(f"Full resistivity ratio: {ratio:.5f}")
print(f"Leading film resistivity: {rho_leading*micro:.3f} uOhm cm")
print(f"Full film resistivity: {rho_full*micro:.3f} uOhm cm")
print(f"Sheet resistance, leading: {rho_leading/thickness:.3f} Ohm/sq")
print(f"Sheet resistance, full: {rho_full/thickness:.3f} Ohm/sq")
print(f"Conductivity loss, formula: {1-1/ratio:.5f}")
print(f"Conductivity loss, random flights: {flight_loss:.5f}")
print(f"Standard error of random flights: {flight_error:.5f}")
print(f"Missing layer per face, thick limit: {missing_layer*path*1e9:.3f} nm")
print(f"Current at face / bulk: {current_profile(0, k_film, p_film):.4f}")
middle = current_profile(k_film / 2, k_film, p_film)
print(f"Current at midplane / bulk: {middle:.4f}")
for k in (0.1, 0.5, 1.0, 2.0, 5.0, 10.0):
    full = 1 / conductivity_ratio(k, p_film)
    lead = 1 + leading_correction(k, p_film)
    print(f"k={k:.1f}, p=0.3: rho/rho0 full {full:.5f}, leading {lead:.5f}")
diffuse = 1 / conductivity_ratio(k_film, 0.0)
print(f"Full ratio for the same film with p=0: {diffuse:.5f}")
print(f"Grain size: {grain*1e9:.0f} nm; boundary reflection: {reflection:.2f}")
print(f"Grain-boundary resistivity rise: {100*grain_rise:.2f} %")
print(f"Mean free path with three spheres: {path_three*1e9:.3f} nm")
print(f"Leading correction with three spheres: {x_three:.5f}")
print(f"Thickness variation, rms: {roughness*1e9:.1f} nm")
print(f"Resistance rise from thickness variation: {100*rough_rise:.2f} %")
print(f"Residual resistivity: {rho_residual*micro:.2f} uOhm cm")
print(f"Bulk resistivity at 358 K: {rho_hot*micro:.2f} uOhm cm")
print(f"Mean free path at 358 K: {path_hot*1e9:.3f} nm")
print(f"Leading added resistivity: {x_film*rho_bulk*micro:.3f} uOhm cm")
print(f"Full added resistivity at 300 K: {added_room*micro:.3f} uOhm cm")
print(f"Full added resistivity at 358 K: {added_hot*micro:.3f} uOhm cm")
print(f"Cold mean free path: {path_cold*1e9:.2f} nm")
print(f"Cold thickness over mean free path: {k_cold:.3f}")
print(f"Cold ratio, full: {1/conductivity_ratio(k_cold, p_film):.4f}")
print(f"Cold ratio, leading: {1+leading_correction(k_cold, p_film):.4f}")
print(f"Occupied subbands, about: {k_fermi*thickness/np.pi:.0f}")
print(f"Fermi energy with free mass: {fermi_energy/e:.3f} eV")
print(f"Thermal energy / Fermi energy at 300 K: {thermal/fermi_energy:.5f}")
print("verified")
```

Printed output:

```
Film thickness: 30.0 nm
Bulk resistivity at 300 K: 15.00 uOhm cm
Carrier density: 3.00e+22 cm^-3
Specular probability p: 0.30
Fermi wave number: 9.613 nm^-1
Bulk mean free path: 8.776 nm
Thickness over mean free path k: 3.418
Leading correction x: 0.07679
Remainder R: 2.775e-04
Bound x exp(-k): 2.516e-03
Full resistivity ratio: 1.08285
Leading film resistivity: 16.152 uOhm cm
Full film resistivity: 16.243 uOhm cm
Sheet resistance, leading: 5.384 Ohm/sq
Sheet resistance, full: 5.414 Ohm/sq
Conductivity loss, formula: 0.07651
Conductivity loss, random flights: 0.07643
Standard error of random flights: 0.00039
Missing layer per face, thick limit: 1.152 nm
Current at face / bulk: 0.6488
Current at midplane / bulk: 0.9795
k=0.1, p=0.3: rho/rho0 full 3.41661, leading 3.62500
k=0.5, p=0.3: rho/rho0 full 1.59148, leading 1.52500
k=1.0, p=0.3: rho/rho0 full 1.30133, leading 1.26250
k=2.0, p=0.3: rho/rho0 full 1.14671, leading 1.13125
k=5.0, p=0.3: rho/rho0 full 1.05538, leading 1.05250
k=10.0, p=0.3: rho/rho0 full 1.02696, leading 1.02625
Full ratio for the same film with p=0: 1.12250
Grain size: 100 nm; boundary reflection: 0.30
Grain-boundary resistivity rise: 5.01 %
Mean free path with three spheres: 6.085 nm
Leading correction with three spheres: 0.05324
Thickness variation, rms: 2.0 nm
Resistance rise from thickness variation: 0.45 %
Residual resistivity: 3.00 uOhm cm
Bulk resistivity at 358 K: 17.32 uOhm cm
Mean free path at 358 K: 7.600 nm
Leading added resistivity: 1.152 uOhm cm
Full added resistivity at 300 K: 1.243 uOhm cm
Full added resistivity at 358 K: 1.231 uOhm cm
Cold mean free path: 43.88 nm
Cold thickness over mean free path: 0.684
Cold ratio, full: 1.4389
Cold ratio, leading: 1.3839
Occupied subbands, about: 92
Fermi energy with free mass: 3.521 eV
Thermal energy / Fermi energy at 300 K: 0.00734
verified
```
